# When a rippled strip edge makes a domain wall faster

**Q:** I want smooth edges on a soft magnetic strip in which a field drives domain walls. Roughness pins a wall and takes energy from it, so at any given field the rough strip must be the slower one. Is there a gap in that?

**A:** There is one, between "takes energy" and "slower". It would be closed if speed always rose with drive. What does a wall do in a smooth strip when you raise the field?

**Q:** It speeds up until the Walker field. Beyond that its magnetization starts to rotate and the average speed drops.

**A:** So above the Walker field, a little less net drive can mean more speed. Whether roughness can supply that reduction depends on the equations of motion.

Let $X$ run along the strip, $Y$ across it and $Z$ normal to the film. I describe the wall by its position $q(Y,t)$ and angle $\phi(Y,t)$:
$$\mathbf m=(\cos\theta,\ \sin\theta\cos\phi,\ \sin\theta\sin\phi),\qquad \theta=2\arctan e^{(X-q)/\Delta}.$$
The magnetization points along $+X$ behind the wall, so a field along $+X$ pushes the wall forward. The energy density is
$$A|\nabla\mathbf m|^2+K_0(1-m_X^2)+\tfrac12\mu_0M_sH_Km_Z^2-\mu_0M_sHm_X .$$
Shape anisotropy is treated as local, and the width $\Delta=\sqrt{A/K_0}$ is held fixed.

Since $\partial_X\theta=\sin\theta/\Delta$, we have $\int\sin^2\theta\,dX=2\Delta$. Also $|\partial_Y\mathbf m|^2=\sin^2\theta\,(q_Y^2/\Delta^2+\phi_Y^2)$. I write $x=q/\Delta$, $h=H/H_K$ and $\lambda^2=2A/(\mu_0M_sH_K)$. Integrating over $X$ and dividing by $2\mu_0M_sH_K\Delta$ gives, apart from a constant,
$$e=\tfrac12\sin^2\phi+\tfrac12\lambda^2(x_Y^2+\phi_Y^2)-hx .$$

**Q:** That is the energy. Where do the dynamics and the damping enter?

**A:** Through the Landau–Lifshitz–Gilbert equation, $\dot{\mathbf m}=-\gamma\mu_0\mathbf m\times\mathbf H_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m}$. Its cross product with $\mathbf m$ gives
$$\mathbf m\times\dot{\mathbf m}+\alpha\dot{\mathbf m}=\gamma\mu_0\mathbf H_\perp ,$$
where $\mathbf H_\perp$ is the part of the effective field normal to $\mathbf m$. I project this on the two changes the wall can make, $\partial_q\mathbf m=-(\sin\theta/\Delta)\mathbf e_\theta$ and $\partial_\phi\mathbf m=\sin\theta\,\mathbf e_\phi$, using $\mathbf m\times\mathbf e_\theta=\mathbf e_\phi$ and $\mathbf m\times\mathbf e_\phi=-\mathbf e_\theta$. After integration over $X$ the left sides are $2\dot\phi+2\alpha\dot q/\Delta$ and $-2\dot q+2\alpha\Delta\dot\phi$. The right sides are minus the energy derivatives times $\gamma/M_s$. With time in units of $1/(\gamma\mu_0H_K)$,
$$\dot\phi+\alpha\dot x=h+\lambda^2x_{YY}-f,\qquad \dot x-\alpha\dot\phi=\tfrac12\sin2\phi-\lambda^2\phi_{YY}. \tag{1}$$
Here $f$ is the opposing force of the roughness. The wall ends are free: $x_Y=\phi_Y=0$ at both edges.

**Q:** First show me the Walker drop for a smooth strip.

**A:** Take a straight wall and $f=0$. If $\phi$ is constant, then $v=h/\alpha$ and $\sin2\phi=2v$. This requires $v\le\tfrac12$, hence $h\le h_W=\alpha/2$.

Above $h_W$ the angle must turn. Inserting $\dot x=\alpha\dot\phi+\tfrac12\sin2\phi$ into the first equation gives
$$(1+\alpha^2)\dot\phi=h-h_W\sin2\phi .$$
A half turn therefore takes
$$T=(1+\alpha^2)\int_0^\pi\frac{d\phi}{h-h_W\sin2\phi}=\frac{(1+\alpha^2)\pi}{\sqrt{h^2-h_W^2}} .$$
The mean of $\dot\phi$ is $\pi/T$, and the first of equations (1) gives
$$v=\frac{h-\pi/T}{\alpha}=\frac h\alpha-\frac{\sqrt{h^2-h_W^2}}{\alpha(1+\alpha^2)} .$$
At $h=1.2\,h_W$ with $\alpha=0.045$ this is $\tfrac12(1.2-0.662)=0.269$, little more than half the maximum of $0.5$.

**Q:** Now add roughness. It still opposes the motion.

**A:** It does. Average the first of equations (1) over the width and over time. The bending term drops out because its integral is $x_Y$ at the ends, which vanishes. With $F=\langle f\rangle$,
$$\langle\dot\phi\rangle=h-\alpha v-F. \tag{2}$$
If the angle does not turn on average, $h=\alpha v+F$. At a given field, friction then lowers $v$, as you say. But it also takes up part of the field that would otherwise turn the angle. A wall at $v$ just below $\tfrac12$ could be held there at $h=\alpha/2+F$, above the smooth strip's limit.

There is a ceiling too. The average of the second equation gives $v=\alpha\langle\dot\phi\rangle+\tfrac12\langle\sin2\phi\rangle$, so a wall without mean rotation has $v\le\tfrac12$. In this model, roughness cannot carry such a wall past the Walker speed.

**Q:** A static edge profile is conservative. The wall loses energy climbing a bump and regains it on the far side. Where does a mean friction come from?

**A:** From motion that the bumps excite and the damping absorbs. The wall can bend. Suppose one edge is displaced by $e_0\cos(KX)$. The energy of an unrotated wall, $\sigma=4A/\Delta$ per area, is spread along $X$ as $(\sigma/2\Delta)\,\mathrm{sech}^2[(X-q)/\Delta]$. Integrating the ripple over this profile multiplies it by
$$S=\frac{\pi k/2}{\sinh(\pi k/2)},\qquad k=K\Delta .$$
The added energy is $\sigma te_0S\cos(kx)$ for film thickness $t$. Dividing by $2\mu_0M_sH_K\Delta\,tw$, with $w$ the strip width, and differentiating gives a force of amplitude
$$p=\frac{\lambda^2}{\Delta^2}\,kS\,\frac{e_0}{w}.$$
With a shifted origin, its width average is $p\cos(kx_e)$, where $x_e$ is the wall position at the rough edge. The force acts at that edge alone, so $f=w\,\delta(Y)\,p\cos(kx_e)$.

**Q:** So the moving wall is shaken at its end with frequency $\nu=kv$.

**A:** Yes, and it has natural frequencies. Put $x=vt+\xi$ and $\phi=\phi_0+\psi$, with $\xi$ and $\psi$ varying as $\cos(n\pi Y/w)$. Let $\kappa_n=(n\pi\lambda/w)^2$ and $c=\cos2\phi_0$. For small bending without damping or ripple, equations (1) become
$$\dot\psi=-\kappa_n\xi,\qquad \dot\xi=(\kappa_n+c)\psi,\qquad\text{so}\quad \omega_n^2=\kappa_n(\kappa_n+c).$$
Now restore damping and apply a unit force $e^{-i\nu t}$ to the mode. The second equation gives $\psi=-i\nu\xi/(\kappa_n+c-i\alpha\nu)$. Inserted into the first, this yields $\xi=-\chi_n$ with
$$\chi_n=\left[\kappa_n-i\alpha\nu-\frac{\nu^2}{\kappa_n+c-i\alpha\nu}\right]^{-1}.$$
The edge force expands as $w\,\delta(Y)=\sum_n g_n\cos(n\pi Y/w)$, with $g_0=1$ and $g_n=2$ otherwise. The edge therefore moves by $\xi_e=-p\,\mathrm{Re}\sum_n g_n\chi_ne^{-i\nu t}$. To first order in $\xi_e$,
$$F=\langle p\cos(\nu t+k\xi_e)\rangle\simeq-pk\langle\xi_e\sin\nu t\rangle=\tfrac12kp^2\sum_n g_n\,\mathrm{Im}\,\chi_n. \tag{3}$$
At $\nu=\omega_1$ the real part of $1/\chi_1$ vanishes to leading order in $\alpha$. Its imaginary part is $-\alpha\nu[1+\kappa_1/(\kappa_1+c)]$. The first mode then contributes
$$F_1\simeq\frac{p^2}{\alpha v}\,\frac{\kappa_1+c}{2\kappa_1+c}. \tag{4}$$
The damping stands in the denominator, so a pinning force comparable with $h_W=\alpha/2$ can produce friction of the same order.

**Q:** I would like to see that in an actual strip.

**A:** Take nickel, 40 nm wide and 10 nm thick, with rough typical values $M_s=490$ kA/m, $A=8$ pJ/m and $\alpha=0.045$. I estimate the shape anisotropy from an elliptic cylinder, with demagnetizing factors 0.2 across the strip and 0.8 normal to it. Then $\mu_0H_K=370$ mT, $\Delta=16.3$ nm and $\lambda=9.4$ nm. The speed unit $\gamma\mu_0H_K\Delta$ is 1059 m/s, so the Walker speed is 530 m/s. The Walker field is $0.0225\times370=8.3$ mT.

I match the ripple to the first bending mode at $v=0.42$. There $c=\sqrt{1-4v^2}=0.543$ and $\kappa_1=0.545$, so $\omega_1=\sqrt{0.545\times1.088}=0.770$. Hence $k=0.770/0.42=1.83$, a period of 56 nm. I set $p=0.6\alpha$, or 10 mT. With $S=0.324$, this takes a ripple amplitude of 5.5 nm.

**Q:** Then equation (4) gives the friction.

**A:** It gives $0.027^2\times0.666/(0.045\times0.42)=0.026$, or 9.5 mT. That is nearly $p$ itself. In the linear theory at resonance $F=\tfrac12pka$ for edge excursion $a$, so $ka$ would be about 1.9, which is not small. Equation (3) works for a weak ripple: with $p$ at 1.7 mT and a field of 6.5 mT, direct integration of a line of six points gives 47 µT, and so does the formula when it uses the modes of that line. With the continuous modes written above, the formula gives 40 µT, about a sixth less, because the first mode of the six-point line lies slightly lower and so closer to the shaking frequency. For the strong ripple, equations (1) have to be integrated.

I did that with six points across the strip and a fourth-order Runge–Kutta method. Each wall started in motion, at no more than 0.7 of the Walker field. The field was ramped for 12 ns, and speeds were averaged over a later 37 ns. The reference strip kept one hundredth of the ripple, so that its wall was also free to break down unevenly. The last digit is not converged: with ten cosine modes and the force at the true edge, the rippled speeds from 0.8 to 1.3 times the Walker field rise by 2 to 5 m/s and the value at 1.4 becomes 244 m/s, while breakdown stays between 1.35 and 1.4.

| $H/H_W$ | Field (mT) | Nearly smooth (m/s) | Rippled (m/s) |
|---|---|---|---|
| 0.8 | 6.7 | 424 | 386 |
| 1.0 | 8.3 | 529 | 409 |
| 1.1 | 9.1 | 347 | 409 |
| 1.2 | 10.0 | 291 | 406 |
| 1.3 | 10.8 | 252 | 399 |
| 1.4 | 11.6 | 228 | 220 |
| 1.6 | 13.3 | 181 | 191 |
| 1.8 | 15.0 | 165 | 170 |
| 2.2 | 18.3 | 140 | 137 |

**Q:** At 10 mT the rippled strip is 40 % faster. Has breakdown stopped there, or does the wall merely turn more efficiently?

**A:** It has stopped. During the 37 ns the wall in the nearly smooth strip made 11 half turns, while the one in the rippled strip made none. Equation (2) gives the balance: $\alpha v=0.045\times0.383\times370=6.4$ mT, and friction takes the remaining 3.6 mT. Breakdown comes between 1.3 and 1.4 times the Walker field. Beyond that the two strips differ by a few per cent, with either sign. The turning motion in the rippled strip is irregular, and runs with different ripple phase scatter by a similar amount, while the nearly smooth strip repeats its value. At 1.6 times the Walker field rippled runs gave 180 to 198 m/s against 181; at 2.2 they gave 129 to 137 m/s, all slightly below 140.

**Q:** Is it really the bending? Perhaps any ripple would do.

**A:** Hold the field at 10 mT and the force amplitude $p$ fixed, and change one thing at a time. A wall that cannot bend, on the same ripple, averages 301 m/s and makes 11 half turns. With the ripple period tripled to 167 nm, a flexible wall averages 285 m/s and makes 12. Moderate changes of period are tolerated: at 62, 51 and 47 nm the wall does not turn, and it moves at 423, 386 and 366 m/s. The shorter the period, the slower the wall, as expected if the shaking frequency $kv$ must stay near that of the mode.

**Q:** In your table the rippled wall slows slightly from 1.1 to 1.3 times the Walker field. Shouldn't more field give more speed while the angle is held?

**A:** Not necessarily, because $F$ can grow by more than the field does. The linear theory does not describe this range well. At 406 m/s, $\nu=1.83\times0.383=0.70$, and setting $\sin2\phi_0=2v$ gives $\omega_1=0.80$. The first mode in equation (3) then supplies about 1.1 mT, against the 3.6 mT found. The integrated motion shows what it misses. Strong bending lowers the mean of $\sin2\phi$ for a given mean angle, so the mean angle is larger than I assumed. The mean of $\cos2\phi$ is 0.46 instead of 0.64, which brings the mode frequency down to about 0.74, closer to $\nu$. With this value the first mode gives about 4.5 mT, now too much. From 1.1 to 1.3 times the Walker field the mean of $\cos2\phi$ falls from about 0.5 to 0.4, and the mode frequency comes still closer to $\nu$. The linear formula therefore explains why the friction grows, but not by how much.

**Q:** Could the wall start from rest? Your pinning amplitude equals the drive.

**A:** At 10 mT it is a marginal case, since $h=p$. A straight wall released from rest where the ripple opposes it most strongly did get away, and reached the same 406 m/s. Lower fields are different. Where $h<p$, there are positions at which a wall can rest, and at 0.8, 1.0 and 1.1 times the Walker field some walls released from rest never left. The speeds in the table at these fields need a wall that is already moving.

**Q:** You keep saying "ripple". My edges are irregular.

**A:** That is the condition most likely to fail. I replaced the single ripple by twelve sinusoids with random phases and the same root-mean-square force, and drew their wavenumbers from a normal distribution around $k$. There were four samples for each spread, all at 10 mT, where the nearly smooth strip gives 291 m/s:

- 3 % spread: 339, 23, 325 and 0 m/s.
- 10 % spread: 81, 127, 54 and 0 m/s.
- 30 % spread: 284, 51, 299 and 0 m/s.

Single values depend on numerical detail: with ten cosine modes instead of six points, the same edges gave, for example, 44 instead of 325 m/s and 281 instead of 51 m/s. Only the overall picture is reliable. Three of the twelve samples above beat the nearly smooth strip, one of them by only 3 %. Three walls stood still. Twelve components can add up to a force of $\sqrt{12}\,p$, or 35 mT, far above the drive, so there can be places that hold a wall. The five averages between 23 and 127 m/s come from walls that moved at first and stopped during the measurement, so eight of the twelve walls ended at rest. When the runs were extended to 92 ns, two more had stopped.

**Q:** So for ordinary irregular edges my preference for smoothness mostly survives.

**A:** In these samples, yes, but their force is large. With 0.3 of that force and a 30 % spread, eight further samples at 10 mT stayed within about 3 % of the nearly smooth strip, so weak irregularity hardly matters there. What does not survive is the word "must". Nor is the ripple a route to the highest speed. The nearly smooth strip reaches 424 m/s at 6.7 mT, more than the rippled strip reaches at any field in the table. If you can set the field accurately, staying below breakdown is better. What the ripple offers a wall already in motion, for a fixed wall width and without thermal noise, is a speed between about 385 and 415 m/s from 6.7 to 10.8 mT, a range in which the smooth strip rises to its peak and then collapses.

**Q:** How far would you trust these numbers for a real nickel strip?

**A:** I trust the mechanism more than the numbers. A 5.5 nm ripple on a 40 nm strip is large, 14 % of the width, and would have to be made on purpose. Real edges are irregular. The samples above, which have the same large root-mean-square force as this ripple, show what irregularity can do at that strength: anything from 339 m/s to a standstill.

The fixed wall width is another weak point. Minimizing $A/\Delta'+(K_0+\tfrac12\mu_0M_sH_K\sin^2\phi)\Delta'$ over the width $\Delta'$ shows that the wall should contract to about 0.81 of $\Delta$ at the angle given by $\sin2\phi=2v$. At that angle the speed drops by roughly a fifth. Near breakdown the angle is larger and the loss greater. Here $\Delta^2/\lambda^2=3$, so the speed of a straight wall in a smooth strip is $\tfrac12\sin2\phi/\sqrt{1+3\sin^2\phi}$, whose maximum is $\tfrac13$ instead of $\tfrac12$: 353 instead of 530 m/s. The contraction also spoils the match. When I let the wall adjust one common width as it moves, the 56 nm ripple no longer helps at 10 mT: the wall turns and averages 187 m/s, against 190 m/s in the nearly smooth strip. A slower wall needs a shorter period to be shaken at the same frequency. With $p$ held fixed, periods of 45 and 40 nm stop the turning and give 309 and 297 m/s. A narrower wall smears a short ripple less, however, so the same edge pushes harder as the wall contracts. A rough estimate that lets the force follow the width gives only about 230 and 220 m/s.

The wall also carries magnetic charge. Its total is fixed, so the charge gains room when the wall lengthens, which opposes the exchange tension. The logarithm for a thin charged line would put this effect at 0.44 of that tension, but the strip is only 2.5 wall widths across, too short for that picture. With the charge spread over the wall profile and the film thickness, the effect on the first bending mode is about 0.09. Then $\omega_1$ falls to $\sqrt{0.91}=0.95$ of its value, and the matching period at the same speed grows from 56 to about 58 nm. The non-local part of the shape anisotropy can shift it too, so the period is a model value and not a fabrication rule.

The pinning force is also that of an unrotated wall. At 10 mT, with the mean of $\cos2\phi$ found above, the shape energy of the rotated wall adds about 40 % to it. With this included, and the local strip width used in all terms, the rippled wall still does not turn at 10 mT and moves at 404 m/s, but its breakdown shifts to above 1.4 times the Walker field.

The ripple amplitude is less certain than the force it has to supply. A wider strip has a smaller transverse demagnetizing factor. For slow changes of width, this would cut the pinning force to 0.6 of the value used. In equations (1) the wall at 10 mT then turns again, while at 0.8 of the force it does not. The wall's stray field at the edge, which I have not resolved, could change the force by as much or more. The 5.5 nm is therefore only a rough guide.

Temperature matters as well. I added thermal noise for 300 K to equations (1) and ran the rippled strip several times at 10 mT. The wall made between one and seven half turns in runs of 30 to 40 ns and averaged about 315 to 390 m/s, instead of making none at 406 m/s. With the same noise, the wall in the nearly smooth strip averages about 270 m/s. So at room temperature breakdown is reduced but not stopped, and only part of the gain remains.

Smaller omissions are crystal anisotropy, about 17 % of the shape term for a rough 5 kJ/m³, and the ripple's effect on the field energy, about 4 % of the pinning force. The model does not resolve antivortices entering from the edge. They could change the breakdown field of both strips, and I have no estimate of by how much. In wider strips breakdown proceeds through them, and micromagnetic simulations of permalloy strips have found that irregular edges can then suppress it. What I said about irregular edges applies only to the narrow strip and line model used here.

**Q:** Then what should I ask of a rough strip before calling it slow?

**A:** Ask whether the smooth strip would already be past breakdown at your field, whether the edge has a nearly regular period that drives a bending mode at the wall's speed, and whether any part of the edge is strong enough to stop the moving wall. With the answers yes, yes and no, the fixed-width model without noise gave a clear gain from 1.1 to 1.3 times the Walker field, but not at 1.4. Look at both edges, too. When I split the force equally between them and let the halves act in step, the first bending mode was not driven, and at 10 mT the gain was gone. With the halves in antiphase it returned.
